**Grant-Paul rule for linear alkanes: rank and least-squares refit**

The program studies y = c + A1 n1 + A2 n2 + A3 n3 + A4 n4, where y is the ¹³C shift in ppm, n_k counts carbons k bonds away, c is the constant and A1 to A4 are the increments. It asserts that shifts computed from the neighbour counts of a graph search agree with the formula based on the two sides of the chain. For chains of up to 14 carbons, exact elimination confirms rank min(5, ceil(N/2)) for one chain and min(5, N) for the series from methane. Further assertions cover the ambiguity of pentane alone, the exact inverse for nonane, and the redundancy of a hydrogen-count column. The refit by singular value decomposition is compared with an exact rational solution of the normal equations, and the error formulas are compared with 40,000 simulated data sets. The output shows that ten synthetic shifts return c = -2.342 and increments 9.025, 9.524, -2.550 and 0.376 ppm, with s = 0.1467 ppm. These data come from the rule plus chosen errors, so they test the fitting procedure and not the rule's agreement with experiment.

## Program and output

```python
# Result under test: the Grant-Paul rule for 13C shifts of linear alkanes,
#   shift = c + A1*n1 + A2*n2 + A3*n3 + A4*n4   (ppm, relative to TMS),
# and the conditions under which least squares recovers its parameters.
# n_k: number of carbons k bonds away; c: constant; A1..A4: increments.
# X: design matrix with rows (1,n1,n2,n3,n4), one per distinct carbon.
# One N-carbon chain gives rank min(5, ceil(N/2)); the series methane to
# C_N gives rank min(5,N). Parameter covariance is sigma^2 (X^T X)^-1.
from collections import deque
import numpy as np
import sympy as sp

PARAMS = np.array([-2.3, 9.1, 9.4, -2.5, 0.3])
NAMES = ["c", "A1 alpha", "A2 beta", "A3 gamma", "A4 delta"]


def graph_row(n_carbon, start):
    """Count neighbours by breadth-first search on the carbon skeleton."""
    bonds = {i: [] for i in range(n_carbon)}
    for i in range(n_carbon - 1):
        bonds[i].append(i + 1)
        bonds[i + 1].append(i)
    distance = {start: 0}
    queue = deque([start])
    while queue:
        here = queue.popleft()
        for there in bonds[here]:
            if there not in distance:
                distance[there] = distance[here] + 1
                queue.append(there)
    found = list(distance.values())
    return [1] + [found.count(k) for k in range(1, 5)]


def design(n_carbon):
    """Rows of the symmetry-distinct carbons, from the chain end inward."""
    return np.array([graph_row(n_carbon, i)
                     for i in range((n_carbon + 1) // 2)])


def exact_rank(matrix):
    return sp.Matrix(matrix.tolist()).rank()


# Arm formula against graph search, for every carbon of each chain
for n in range(1, 15):
    for i in range(n):
        a, b = i, n - 1 - i
        by_arms = (PARAMS[0] + PARAMS[1:1 + min(a, 4)].sum()
                   + PARAMS[1:1 + min(b, 4)].sum())
        assert abs(by_arms - np.dot(graph_row(n, i), PARAMS)) < 1e-12

# Rank laws against exact elimination, and the row-difference identity
single_ranks, series_ranks = [], []
for n in range(1, 15):
    single = exact_rank(design(n))
    series = exact_rank(np.vstack([design(k) for k in range(1, n + 1)]))
    assert single == min(5, (n + 1) // 2)
    assert series == min(5, n)
    single_ranks.append(single)
    series_ranks.append(series)
    steps = np.diff(design(n), axis=0)
    for j, step in enumerate(steps, start=1):
        expected = np.zeros(5, dtype=int)
        if j <= 4:
            expected[j] += 1
        if n - j <= 4:
            expected[n - j] -= 1
        assert np.array_equal(step, expected)

print("Shifts by the rule, chain end inward (ppm)")
for n in range(1, 10):
    values = design(n) @ PARAMS
    print(f" C{n}: " + " ".join(f"{v:.1f}" for v in values))
print("Rank, one chain, N=1..10:", *single_ranks[:10])
print("Rank, methane to C_N, N=1..10:", *series_ranks[:10])

# Pentane alone: non-unique parameters
X5 = design(5)
null_vectors = np.array([[-2, 1, 0, 0, 1], [-2, 0, 1, 1, 0]])
assert np.all(X5 @ null_vectors.T == 0)
assert len(sp.Matrix(X5.tolist()).nullspace()) == 2
assert np.linalg.matrix_rank(null_vectors) == 2
shifts5 = X5 @ PARAMS
min_norm = np.linalg.pinv(X5) @ shifts5
assert np.allclose(X5 @ min_norm, shifts5, atol=1e-10)
assert abs((min_norm[1] - min_norm[4]) - (PARAMS[1] - PARAMS[4])) < 1e-10
assert abs((min_norm[2] - min_norm[3]) - (PARAMS[2] - PARAMS[3])) < 1e-10
assert np.max(np.abs(min_norm - PARAMS)) > 1.0
hexane_c2 = design(6)[1]
assert abs(hexane_c2 @ (min_norm - PARAMS)) > 1.0
print("Pentane alone, minimum-norm c,A1..A4 (ppm):")
print(" ", " ".join(f"{v:.2f}" for v in min_norm))
print(f" A1-A4 = {min_norm[1]-min_norm[4]:.2f} ppm,"
      f" A2-A3 = {min_norm[2]-min_norm[3]:.2f} ppm")
print(f" hexane C2: this fit {hexane_c2 @ min_norm:.2f} ppm,"
      f" rule {hexane_c2 @ PARAMS:.2f} ppm")

# Nonane alone: five equations, five unknowns
inverse9 = sp.Matrix(design(9).tolist()).inv()
assert inverse9 == sp.Matrix([[2, 0, 0, 0, -1], [-1, 1, 0, 0, 0],
                              [0, -1, 1, 0, 0], [0, 0, -1, 1, 0],
                              [0, 0, 0, -1, 1]])
amplification = float(sp.sqrt(sum(v**2 for v in inverse9.row(0))))
assert abs(amplification - np.sqrt(5)) < 1e-12
print(f"Nonane alone: error of c / sigma = {amplification:.3f}")

# Least-squares refit to synthetic shifts of pentane, hexane and heptane
chains = (5, 6, 7)
X = np.vstack([design(n) for n in chains])
labels = [f"C{n} carbon {i+1}" for n in chains
          for i in range((n + 1) // 2)]
errors = np.array([0.1, -0.1, 0.0, 0.2, -0.1, 0.1, -0.2, 0.0, 0.1, -0.1])
data = X @ PARAMS + errors
m = len(data)
assert exact_rank(X) == 5
assert exact_rank(np.vstack([design(5), design(6)])) == 5

# Attached hydrogens, counted from the four valences of each carbon,
# must not raise the rank when added as a sixth column
hydrogens = []
for n in chains:
    for i in range((n + 1) // 2):
        carbon_bonds = sum(1 for k in (i - 1, i + 1) if 0 <= k < n)
        hydrogens.append(4 - carbon_bonds)
X_with_h = np.column_stack([X, hydrogens])
rank_with_h = exact_rank(X_with_h)
assert rank_with_h == 5

fit, _, svd_rank, singular = np.linalg.lstsq(X, data, rcond=None)
assert svd_rank == 5
X_exact = sp.Matrix(X.tolist())
y_exact = sp.Matrix([sp.Rational(int(round(10 * v)), 10) for v in data])
gram_exact = X_exact.T * X_exact
rhs_exact = X_exact.T * y_exact
inverse_exact = gram_exact.inv()
fit_exact = inverse_exact * rhs_exact
assert np.allclose(fit, np.array(fit_exact.tolist(), float).ravel(),
                   atol=1e-10)
residual = data - X @ fit
rss = residual @ residual
shift_p = np.array([0.3, -0.2, 0.1, 0.4, -0.1])
moved = data - X @ (fit + shift_p)
assert abs(moved @ moved - rss - np.sum((X @ shift_p)**2)) < 1e-10
clean_fit = np.linalg.lstsq(X, X @ PARAMS, rcond=None)[0]
assert np.allclose(clean_fit, PARAMS, atol=1e-10)

inverse_gram = np.array(inverse_exact.tolist(), float)
s = np.sqrt(rss / (m - 5))
std_errors = s * np.sqrt(np.diag(inverse_gram))
centre9 = design(9)[4]
centre_factor = np.sqrt(centre9 @ inverse_gram @ centre9)

# Error formulas against many simulated data sets
rng = np.random.default_rng(7)
sigma, trials = 0.1, 40000
noisy = (X @ PARAMS)[:, None] + sigma * rng.standard_normal((m, trials))
many_fits = np.linalg.lstsq(X, noisy, rcond=None)[0]
sampled = np.cov(many_fits)
formula = sigma**2 * inverse_gram
scale = np.sqrt(np.outer(np.diag(formula), np.diag(formula)))
# sampling error is below 1 percent of scale; 3 percent leaves a margin
assert np.max(np.abs(sampled - formula) / scale) < 0.03
mean_s2 = np.mean(np.sum((noisy - X @ many_fits)**2, axis=0) / (m - 5))
assert abs(mean_s2 / sigma**2 - 1) < 0.02
spread = np.std(centre9 @ many_fits)
assert abs(spread / (sigma * centre_factor) - 1) < 0.02

print("Refit: 1 n1 n2 n3 n4 | rule, error, data, residual (ppm)")
for lab, row, e, y, r in zip(labels, X, errors, data, residual):
    print(f" {lab}:", *row, f"| {row @ PARAMS:.1f} {e:+.1f}"
          f" {y:.1f} {r:+.3f}")
print("X^T X rows | X^T y (ppm)")
for i in range(5):
    print(" ", *gram_exact.row(i), f"| {float(rhs_exact[i]):.1f}")
print("det X^T X =", gram_exact.det())
print("Parameter: refit, std. error (ppm); diag of inverse")
for i in range(5):
    print(f" {NAMES[i]}: {fit[i]:.3f}, {std_errors[i]:.3f};",
          inverse_exact[i, i])
print(f"Residual sum of squares = {rss:.4f} ppm^2")
print(f"Data {m}, degrees of freedom {m-5}, s = {s:.4f} ppm")
print("Singular values:", " ".join(f"{v:.3f}" for v in singular))
print(f"Condition number = {singular[0]/singular[-1]:.2f}")
print(f"Rank with hydrogen column (6 columns) = {rank_with_h}")
print(f"Nonane C5: refit {centre9 @ fit:.3f} ppm,"
      f" std. error {s*centre_factor:.3f} ppm")
print(f"Simulation: mean s^2 / sigma^2 = {mean_s2/sigma**2:.3f}")
print("PASS")
```

It prints:

```
Shifts by the rule, chain end inward (ppm)
 C1: -2.3
 C2: 6.8
 C3: 16.2 15.9
 C4: 13.7 25.3
 C5: 14.0 22.8 34.7
 C6: 14.0 23.1 32.2
 C7: 14.0 23.1 32.5 29.7
 C8: 14.0 23.1 32.5 30.0
 C9: 14.0 23.1 32.5 30.0 30.3
Rank, one chain, N=1..10: 1 1 2 2 3 3 4 4 5 5
Rank, methane to C_N, N=1..10: 1 2 3 4 5 5 5 5 5 5
Pentane alone, minimum-norm c,A1..A4 (ppm):
  2.80 7.20 8.75 -3.15 -1.60
 A1-A4 = 8.80 ppm, A2-A3 = 11.90 ppm
 hexane C2: this fit 21.20 ppm, rule 23.10 ppm
Nonane alone: error of c / sigma = 2.236
Refit: 1 n1 n2 n3 n4 | rule, error, data, residual (ppm)
 C5 carbon 1: 1 1 1 1 1 | 14.0 +0.1 14.1 +0.067
 C5 carbon 2: 1 2 1 1 0 | 22.8 -0.1 22.7 +0.018
 C5 carbon 3: 1 2 2 0 0 | 34.7 +0.0 34.7 -0.056
 C6 carbon 1: 1 1 1 1 1 | 14.0 +0.2 14.2 +0.167
 C6 carbon 2: 1 2 1 1 1 | 23.1 -0.1 23.0 -0.059
 C6 carbon 3: 1 2 2 1 0 | 32.2 +0.1 32.3 +0.094
 C7 carbon 1: 1 1 1 1 1 | 14.0 -0.2 13.8 -0.233
 C7 carbon 2: 1 2 1 1 1 | 23.1 +0.0 23.1 +0.041
 C7 carbon 3: 1 2 2 1 1 | 32.5 +0.1 32.6 +0.018
 C7 carbon 4: 1 2 2 2 0 | 29.7 -0.1 29.6 -0.056
X^T X rows | X^T y (ppm)
  10 17 14 10 6 | 240.1
  17 31 25 17 9 | 438.1
  14 25 22 14 7 | 369.3
  10 17 14 12 6 | 235.0
  6 9 7 6 6 | 120.8
det X^T X = 102
Parameter: refit, std. error (ppm); diag of inverse
 c: -2.342, 0.302; 433/102
 A1 alpha: 9.025, 0.127; 38/51
 A2 beta: 9.524, 0.123; 12/17
 A3 gamma: -2.550, 0.104; 1/2
 A4 delta: 0.376, 0.123; 12/17
Residual sum of squares = 0.1075 ppm^2
Data 10, degrees of freedom 5, s = 0.1467 ppm
Singular values: 8.612 1.960 1.330 1.015 0.443
Condition number = 19.43
Rank with hydrogen column (6 columns) = 5
Nonane C5: refit 30.409 ppm, std. error 0.250 ppm
Simulation: mean s^2 / sigma^2 = 0.997
PASS
```
